# Additivity of truncated coupled-cluster theory for noninteracting fragments

Take two molecules so far apart that neither feels the other. The energy of the pair must be the sum of the two separate energies. An approximate method can violate this. Configuration interaction with single and double excitations (CISD) does so: in the model worked out below it places the pair $0.053\,t$ above the sum of the fragment energies, where $t$ is the hopping energy of the model. This error is a constant offset: it does not depend on the distance as long as the systems do not interact, so it exerts no force, but it enters a dissociation energy whenever the energy of the whole is compared with the sum of separately computed fragment energies. Truncated coupled-cluster (CC) theory avoids the error under conditions that can be stated precisely.

## Setting

Fragments $A$ and $B$ have separate sets of spin orbitals, and all orbitals together are orthonormal. The creation and annihilation operators obey $\{a_p,a_q^\dagger\}=\delta_{pq}$ and $\{a_p,a_q\}=\{a_p^\dagger,a_q^\dagger\}=0$. Three assumptions are made.

**(i) No interaction.** $H=H_A+H_B$, where $H_X$ contains operators of fragment $X$ alone.

**(ii) Number conservation.** Each term of $H_X$ has as many creation as annihilation operators. No electron can hop between the fragments.

**(iii) Product reference.** Let $C_X^\dagger$ be the product of the creation operators of the $N_X$ occupied orbitals of fragment $X$. Then
$$|\Phi_X\rangle=C_X^\dagger|\mathrm{vac}\rangle,\qquad |\Phi\rangle=C_A^\dagger C_B^\dagger|\mathrm{vac}\rangle .$$

The reference need not be a Hartree–Fock state. For real neutral molecules, assumption (i) describes the limit of large separation.

An excitation operator of rank $k$ moves $k$ electrons from occupied to virtual orbitals:
$$\tau_\mu=a_{a_1}^\dagger\cdots a_{a_k}^\dagger\,a_{i_k}\cdots a_{i_1},\qquad |\Phi_\mu\rangle=\tau_\mu|\Phi\rangle .$$
At truncation level $n$ the cluster operator is $T=\sum_\mu t_\mu\tau_\mu$, with ranks $1$ to $n$. Inserting $e^T|\Phi\rangle$ into the Schrödinger equation and multiplying by $e^{-T}$ gives $e^{-T}He^T|\Phi\rangle=E|\Phi\rangle$. A truncated $T$ cannot in general satisfy this in full, so one requires its projections on the retained determinants:
$$\langle\Phi_\mu|e^{-T}He^{T}|\Phi\rangle=0\quad(1\le\text{rank}\,\mu\le n),\qquad E=\langle\Phi|e^{-T}He^{T}|\Phi\rangle. \tag{1}$$
Level 1 is CCS, level 2 CCSD, level 3 CCSDT. The equations of a single fragment are (1) with $H_X$, $T_X$ and $\Phi_X$.

## Theorem

Let $T_A$ and $T_B$ solve the fragment equations at level $n$, with energies $E_A$ and $E_B$. Then $T=T_A+T_B$ solves equations (1) of the whole system at the same level $n$. Its energy is $E=E_A+E_B$, and $e^T|\Phi\rangle$ is the antisymmetrized product of $e^{T_A}|\Phi_A\rangle$ and $e^{T_B}|\Phi_B\rangle$.

The cluster operator of the whole system could also contain mixed excitations, which involve both fragments. The theorem says that their amplitudes may all be set to zero.

## Three lemmas

**Lemma 1.** A product of an even number of fermion operators of $A$ commutes with every operator of $B$.

*Proof.* Let $x$ be a creation or annihilation operator of $A$, and $y$ one of $B$. They belong to different orbitals, so $yx=-xy$. Moving $y$ through $2m$ operators of $A$ gives the factor $(-1)^{2m}=1$. ∎

Every term of $H_A$ and $T_A$ has an even number of factors, and so has every term of $H_B$ and $T_B$. Therefore
$$[T_A,T_B]=[H_A,T_B]=[H_B,T_A]=0. \tag{2}$$

**Lemma 2.** With $\bar H_X=e^{-T_X}H_Xe^{T_X}$,
$$e^{T_A+T_B}=e^{T_A}e^{T_B},\qquad e^{-T}He^{T}=\bar H_A+\bar H_B. \tag{3}$$

*Proof.* Since $T_A$ and $T_B$ commute, the binomial theorem applies to their sum:
$$\sum_m\frac{(T_A+T_B)^m}{m!}=\sum_m\sum_{k=0}^m\frac{T_A^k}{k!}\frac{T_B^{m-k}}{(m-k)!}=e^{T_A}e^{T_B}.$$
For the part $H_A$ of the Hamiltonian,
$$e^{-T}H_Ae^{T}=e^{-T_A}e^{-T_B}H_Ae^{T_B}e^{T_A}=e^{-T_A}H_A\,e^{-T_B}e^{T_B}\,e^{T_A}=\bar H_A .$$
The second equality uses $[H_A,T_B]=0$. Exchanging the labels gives the result for $H_B$. ∎

For the next lemma, let $K_A^\dagger$ be a product of $N_A$ creation operators of $A$, and $L_B^\dagger$ a product of $N_B$ creation operators of $B$. Write $|K_AL_B\rangle=K_A^\dagger L_B^\dagger|\mathrm{vac}\rangle$. Different determinants of this kind are orthogonal.

**Lemma 3.** Let $O_A$ and $O_B$ be number-conserving operators of the two fragments, with
$$O_A|\Phi_A\rangle=\sum_K o_K|K_A\rangle,\qquad O_B|\Phi_B\rangle=\sum_L p_L|L_B\rangle .$$
Then
$$O_AO_B|\Phi\rangle=\sum_{K,L}o_K\,p_L\,|K_AL_B\rangle. \tag{4}$$

*Proof.* $O_B$ is even, so it passes through $C_A^\dagger$ without a sign:
$$O_AO_BC_A^\dagger C_B^\dagger|\mathrm{vac}\rangle=O_AC_A^\dagger\,O_BC_B^\dagger|\mathrm{vac}\rangle=\sum_Lp_L\,O_AC_A^\dagger L_B^\dagger|\mathrm{vac}\rangle .$$
To let $O_AC_A^\dagger$ act on the vacuum, move $L_B^\dagger$ to the left. Passing the $N_A$ operators of $C_A^\dagger$ gives $s=(-1)^{N_AN_B}$, and passing the even operator $O_A$ gives no sign. Hence
$$O_AC_A^\dagger L_B^\dagger|\mathrm{vac}\rangle=s\,L_B^\dagger O_AC_A^\dagger|\mathrm{vac}\rangle=s\sum_Ko_K\,L_B^\dagger K_A^\dagger|\mathrm{vac}\rangle=\sum_Ko_K\,K_A^\dagger L_B^\dagger|\mathrm{vac}\rangle .$$
In the last step $L_B^\dagger$ moves back through the $N_A$ operators of $K_A^\dagger$. This gives a second factor $s$, and $s^2=1$. ∎

## Proof of the theorem

The excited determinants of the whole system fall into three classes.

- Local to $A$: only $A$ is changed, and the determinant is $|K_A\Phi_B\rangle$ with $K_A\ne\Phi_A$.
- Local to $B$: the same with the fragments exchanged.
- Mixed: both fragments are changed. This class contains simultaneous excitations. It also contains every charge transfer, because moving an electron from $A$ to $B$ changes the occupation of both.

By (4) with $O_B=1$, a local excitation has the same rank in the whole system as in its fragment. The local determinants kept at level $n$ are therefore those of the fragment equations at level $n$.

The operators $\bar H_A$ and $\bar H_B$ are number-conserving, being built from number-conserving operators. Let $h^A_K$ and $h^B_L$ be the coefficients in
$$\bar H_A|\Phi_A\rangle=\sum_Kh^A_K|K_A\rangle,\qquad \bar H_B|\Phi_B\rangle=\sum_Lh^B_L|L_B\rangle .$$
Lemmas 2 and 3 then give
$$e^{-T}He^T|\Phi\rangle=\sum_Kh^A_K|K_A\Phi_B\rangle+\sum_Lh^B_L|\Phi_AL_B\rangle. \tag{5}$$

*Local projections.* Project on $|K_A\Phi_B\rangle$ with $K_A\neq\Phi_A$ and rank at most $n$. The second sum does not contribute, since all its terms have $A$ in $\Phi_A$. What remains is $h^A_K=\langle K_A|\bar H_A|\Phi_A\rangle$, which is zero because $T_A$ solves the equations of $A$. The same holds for $B$.

*Mixed projections.* Each determinant in (5) has at least one fragment in its reference state. A mixed determinant has neither, so its projection is zero.

*Energy.* The reference $|\Phi_A\Phi_B\rangle$ occurs in both sums, with coefficients $h^A_{\Phi_A}=E_A$ and $h^B_{\Phi_B}=E_B$. Hence $E=E_A+E_B$.

*Wave function.* By (3), $e^T|\Phi\rangle=e^{T_A}e^{T_B}|\Phi\rangle$. Equation (4) with $O_A=e^{T_A}$ and $O_B=e^{T_B}$ shows that the coefficient of $|K_AL_B\rangle$ is the product of the fragment coefficients. ∎

## Remarks

**Why truncation does no harm.** The level $n$ limits the rank of $T$, not the rank of the determinants in $e^T|\Phi\rangle$. At the CCSD level the term $T_AT_B$ contains a double excitation of $A$ together with a double excitation of $B$. This is a quadruple excitation of the whole system, and it needs no quadruple amplitude.

**More fragments.** The pair $AB$ satisfies the assumptions made for a single fragment, so the theorem can be applied again with a third fragment $C$. By induction, $M$ identical noninteracting fragments have a CC solution of energy $ME_A$.

**Which solution is found.** Equations (1) are nonlinear and may have several solutions. The theorem supplies one of them and does not exclude others. The mixed projections in (5) vanish for any $T_A+T_B$, whether or not the fragment equations are solved. An iteration that changes each amplitude in proportion to its own residual, starting from zero mixed amplitudes, therefore keeps them at zero.

**What happens in truncated CI.** Here the wave function is a linear combination of determinants of rank at most $n$, with the lowest possible energy. Let $E_X^{\rm CI}$ be the fragment energies at level $n$, and let $\Psi$ be a normalized trial function of the whole system with $N_A$ electrons on $A$ and $N_B$ on $B$. Group its determinants by the state of $B$:
$$\Psi=\sum_L|f_LL_B\rangle .$$
The ranks in $A$ and $B$ add up to at most $n$, so each function $f_L$ lies in the CI space of $A$. Since $H_A$ does not change $L_B$,
$$\langle\Psi|H_A|\Psi\rangle=\sum_L\langle f_L|H_A|f_L\rangle\ge E_A^{\rm CI}\sum_L\langle f_L|f_L\rangle=E_A^{\rm CI}.$$
The same argument for $B$ gives $\langle\Psi|H|\Psi\rangle\ge E_A^{\rm CI}+E_B^{\rm CI}$. If the fragment ground states are nondegenerate, equality requires $\Psi$ to be their product. In CISD, when both fragment functions contain double excitations, that product contains quadruples, which the space lacks. The energy is then too high. The argument covers states with $N_A$ electrons on $A$ and $N_B$ on $B$. $H$ does not couple these to charge-transfer determinants, and in the example below the lowest CI state of the whole is of this kind at every level.

## Example: two Hubbard chains

Let each fragment be a chain with the Hamiltonian
$$H_X=\sum_{i,\sigma}\varepsilon_in_{i\sigma}-t\sum_{i,\sigma}\left(a_{i\sigma}^\dagger a_{i+1,\sigma}+a_{i+1,\sigma}^\dagger a_{i\sigma}\right)+U\sum_in_{i\uparrow}n_{i\downarrow},\qquad U=2t .$$
Here $n_{i\sigma}=a_{i\sigma}^\dagger a_{i\sigma}$. Chain $A$ has four sites with $\varepsilon_i/t=0.5,\,0,\,0,\,-0.5$ and four electrons. Chain $B$ has two sites with $\varepsilon_i/t=0.5,\,-0.5$ and two electrons. In each chain half of the electrons have spin up, and no hopping joins the chains.

The orbitals are the eigenvectors of the one-electron part of each $H_X$, and the reference fills the lowest ones with both spins. Only spin-conserving excitations are needed: $H$ conserves the number of electrons of each spin, so the projections on all other determinants vanish.

The CC equations were solved by Newton's method in the space of all determinants with the given numbers of up and down electrons. The whole system was treated as one six-electron problem, and its iteration began with random nonzero values for the mixed amplitudes. The last column gives the excess of the truncated CI energy of the whole system over the sum of the two fragment CI energies. All energies are in units of $t$.

| $n$ | $E_A$ | $E_B$ | CC, whole | CI excess |
|---|---|---|---|---|
| 1 | −2.5914 | −1.1343 | −3.7257 | 0.0112 |
| 2 | −2.9415 | −1.3234 | −4.2649 | 0.0533 |
| 3 | −2.9423 | −1.3234 | −4.2657 | 0.0218 |
| 4 | −2.9418 | −1.3234 | −4.2652 | 0.0018 |

For CCSD the sum is $-2.9415-1.3234=-4.2649$, the energy of the whole system. At every level the two agree to rounding error. At $n=2$ the whole system has 117 amplitudes, 88 of them mixed, and the iteration brought all 88 to zero within rounding error.

Additivity does not mean accuracy. Level 4 is exact for the four electrons of $A$. Relative to it, the CCSD energy of $A$ is $0.0003\,t$ too high and the CCSDT energy $0.0005\,t$ too low. Projected CC energies are not upper bounds, and here the higher level has the larger error. Both errors carry over unchanged to the pair, since $B$, with two electrons, is exact from $n=2$ on.

The product structure can be followed in a single coefficient. Scale the wave function so that the reference has coefficient 1. In the CCSD function of each fragment, consider the determinant in which the pair in the highest occupied orbital has moved to the lowest virtual one. Its coefficient is $c_A=-0.1530$ in $A$ and $c_B=-0.1956$ in $B$. In the whole system, the quadruple excitation that moves both pairs has the coefficient
$$c_Ac_B=(-0.1530)(-0.1956)=0.0299 .$$
CISD has no such determinant.

## The role of the reference

Assumption (iii) concerns the determinant $\Phi$, not the shape of the orbitals. Mixing occupied orbitals among themselves multiplies $\Phi$ by a phase factor. Mixing virtual orbitals among themselves leaves $\Phi$ unchanged. Neither operation changes the space spanned by the excitation operators of a given rank. Equations (1) are therefore equivalent before and after, and orbitals spread over both fragments do no harm. In the example, the occupied orbital of $B$ was rotated by 0.6 rad with the highest occupied orbital of $A$, and the virtual orbital of $B$ by the same angle with the lowest virtual orbital of $A$. The CCSD energy remained $-4.2649\,t$.

Mixing occupied with virtual orbitals across the fragments is different. For a generic angle the new determinant is no longer a product with fixed electron numbers on $A$ and $B$, and the theorem does not apply. Additivity is then no longer guaranteed, but it is not always lost. Rotating only the highest occupied orbital of $A$ with the virtual orbital of $B$, for both spins, raises the reference energy from $-3.5205\,t$ to $-3.4547\,t$ at 0.15 rad and to $-3.2522\,t$ at 0.30 rad, yet the CCSD energy stays at $-4.2649\,t$. For a case in which additivity does fail, mix in both directions: rotate the highest occupied orbital of $A$ with the virtual orbital of $B$, and the occupied orbital of $B$ with the lowest virtual orbital of $A$, all by the same angle and for both spins. Following the CCSD solution from the product reference in steps of 0.1 rad gives a deviation from $E_A+E_B$ of $+0.00005\,t$ at 0.1 rad, $-0.0009\,t$ at 0.2 rad and $-0.026\,t$ at 0.4 rad. These values belong to one choice of the orbital signs. Reversing the sign of one of the four rotated orbitals reverses one of the two rotations and gives a different reference determinant, for which the values need not be the same.

The Hamiltonian is the same in all these calculations, and the fragments still do not interact. For the solution followed from $T_A+T_B$, a deviation needs both a truncated $T$ and a reference that does not separate, although the one-way rotation shows that these two do not always produce one: the product reference is a sufficient condition for additivity, not a necessary one. A calculation on separated fragments thus inherits additivity from the theorem when its reference determinant separates into fragment determinants, and this has to be examined before the theorem is invoked.
